# Exact degrees of the tetrahedron, octahedron and icosahedron rules for nonlocal potentials

## The decision: how many points per electron

A variational Monte Carlo (VMC) calculation with a nonlocal core potential needs an angular integral for each electron close to a core. Every integration point costs one wavefunction ratio. We must therefore decide whether 4, 6 or 12 points suffice, which depends on the angular degrees that each rule integrates without error.

Put the core at the origin and the electron at $\mathbf r=r\mathbf u$, where $\mathbf u$ is a unit vector. The other electrons are fixed and not written. With orthonormal spherical harmonics, the nonlocal operator acts as

$$
(V\psi)(r\mathbf u)=\sum_l v_l(r)\sum_{m=-l}^{l}Y_{lm}(\mathbf u)\int Y_{lm}^*(\mathbf n)\,\psi(r\mathbf n)\,d\Omega .
$$

The addition theorem, $\sum_mY_{lm}(\mathbf u)Y^*_{lm}(\mathbf n)=\frac{2l+1}{4\pi}P_l(\mathbf u\cdot\mathbf n)$, removes the sum over $m$. Division by $\psi(r\mathbf u)$ gives this electron's nonlocal energy,

$$
E=\frac1{4\pi}\int f\,d\Omega,\qquad
f(\mathbf n)=\sum_l(2l+1)v_l(r)P_l(\mathbf u\cdot\mathbf n)\frac{\psi(r\mathbf n)}{\psi(r\mathbf u)} .
$$

So $E$ is a spherical mean. A vertex rule replaces it by

$$
Q[f]=\frac1N\sum_{i=1}^N f(\mathbf n_i),
$$

where the $\mathbf n_i$ are the vertices of a regular solid on the unit sphere. The claim is that $Q$ is exact for all $Y_{lm}$ with $l\le L$, where $L=2,3,5$ for the tetrahedron, octahedron and icosahedron, and that it fails for some $m$ at $l=L+1$.

## A case done by hand

For the octahedron the vertices are $\pm\hat x,\pm\hat y,\pm\hat z$. The spherical mean of any harmonic with $l\ge1$ is zero, so $Q$ must also give zero.

- Degrees 1 and 3 are odd under $\mathbf n\to-\mathbf n$. The vertices come in opposite pairs, so the sum cancels.
- Degree 2 is spanned by $xy,yz,zx,x^2-y^2$ and $3z^2-1$. The first three vanish at every vertex. Since $Q[x^2]=Q[y^2]=Q[z^2]=2/6=1/3$, the last two also give zero.
- In degree 4, take $h=x^4+y^4+z^4-\frac35(x^2+y^2+z^2)^2$. It is harmonic: the Laplacian of the first three terms is $12(x^2+y^2+z^2)$, and that of the last is $-\frac35\cdot20(x^2+y^2+z^2)$. At every vertex $h=1-\frac35=\frac25$, so $Q[h]=\frac25$ instead of zero.

The failing function has the full symmetry of the octahedron. The tetrahedron with vertices $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$, each divided by $\sqrt3$, behaves alike: the degree-3 harmonic $xyz$ equals $1/(3\sqrt3)$ at all four. This suggests counting symmetric functions instead of checking harmonics singly.

## From vertices to invariants

Let $G$ be the group of proper rotations that permute the vertices, with $|G|$ elements. Define $(U_gf)(\mathbf n)=f(g^{-1}\mathbf n)$. Because $g^{-1}$ merely reorders the vertices, $Q[U_gf]=Q[f]$. Averaging over the group gives

$$
Q[f]=Q[\Pi f],\qquad \Pi=\frac1{|G|}\sum_{g\in G}U_g .
$$

For any $h\in G$, the product $hg$ runs through $G$ when $g$ does, so $U_h\Pi=\Pi$. Thus $\Pi f$ is invariant under $G$. If $f$ is already invariant, $\Pi f=f$. Therefore $\Pi$ is a projector onto the invariant functions.

A rotation turns a homogeneous harmonic polynomial of degree $l$ into another one, since the Laplacian is rotation invariant. So $\Pi$ acts separately within each degree. The trace of a projector is the dimension of its image, hence the number of independent invariants of degree $l$ is

$$
n_l=\frac1{|G|}\sum_{g\in G}\chi_l(g),
$$

where $\chi_l(g)$ is the trace of $U_g$ on the $2l+1$ harmonics. If $n_l=0$, then $\Pi Y_{lm}=0$ and $Q[Y_{lm}]=0$ for every $m$.

To find the trace for rotation angle $\theta$, put the polar axis along the rotation axis. Then $Y_{lm}$ is multiplied by $e^{-im\theta}$, and $\chi_l=\sum_{m=-l}^{l}e^{im\theta}$, because the sum is symmetric in $m$. Multiplication by $e^{i\theta/2}-e^{-i\theta/2}$ makes neighbouring terms cancel:

$$
2i\sin\tfrac\theta2\;\chi_l
=e^{i(l+1/2)\theta}-e^{-i(l+1/2)\theta},
\qquad
\chi_l(\theta)=\frac{\sin[(l+\frac12)\theta]}{\sin(\theta/2)} .
$$

A limit and a special case check this. As $\theta\to0$, $\chi_l\to2l+1$, as the identity requires. For $l=0$, $\chi_0=1$ and $n_0=1$: the constant function is the invariant, and $Q[1]=1$ integrates it correctly.

## Counting the rotations

A proper rotation is fixed by where it sends one vertex and one of its neighbours. There are thus at most $4\cdot3=12$, $6\cdot4=24$ and $12\cdot5=60$ rotations. Listing the axes reaches these numbers:

- Tetrahedron: the identity, 8 turns by $\pm120^\circ$ about vertex axes, and 3 half-turns about edge midpoints.
- Octahedron: the identity, 6 turns by $\pm90^\circ$ and 3 half-turns about vertex axes, 8 turns by $\pm120^\circ$ about face axes, and 6 half-turns about edge axes.
- Icosahedron: the identity, 12 turns by $\pm72^\circ$ and 12 by $\pm144^\circ$ about vertex axes, 20 turns by $\pm120^\circ$ about face axes, and 15 half-turns about edge axes.

The trace formula gives $\chi_l(180^\circ)=(-1)^l$. Write $c_l=\chi_l(120^\circ)$, which repeats $1,0,-1$ from $l=0$, and $q_l=\chi_l(90^\circ)$, which repeats $1,1,-1,-1$.

For the icosahedron we need $s_l=\chi_l(72^\circ)+\chi_l(144^\circ)$. Pairing $\pm m$ gives

$$
s_l=2+\sum_{m=1}^{l}2\left[\cos(72^\circ m)+\cos(144^\circ m)\right].
$$

The five fifth roots of unity sum to zero, so each term in the sum is $-1$ unless $m$ is a multiple of 5, when it is $4$. Thus $s_l=2,1,0,-1,-2,2,1$ for $l=0,\ldots,6$.

For the tetrahedron, $12n_l=2l+1+3(-1)^l+8c_l$:

$$
\begin{aligned}
l=1:&\quad 3-3+0=0,\\
l=2:&\quad 5+3-8=0,\\
l=3:&\quad 7-3+8=12.
\end{aligned}
$$

For the octahedron, $24n_l=2l+1+9(-1)^l+8c_l+6q_l$:

$$
\begin{aligned}
l=1:&\quad 3-9+0+6=0,\\
l=2:&\quad 5+9-8-6=0,\\
l=3:&\quad 7-9+8-6=0,\\
l=4:&\quad 9+9+0+6=24.
\end{aligned}
$$

For the icosahedron, $60n_l=2l+1+15(-1)^l+20c_l+12s_l$:

$$
\begin{aligned}
l=1:&\quad 3-15+0+12=0,\\
l=2:&\quad 5+15-20+0=0,\\
l=3:&\quad 7-15+20-12=0,\\
l=4:&\quad 9+15+0-24=0,\\
l=5:&\quad 11-15-20+24=0,\\
l=6:&\quad 13+15+20+12=60.
\end{aligned}
$$

There is no invariant from $l=1$ through $L$, which proves exactness through degrees 2, 3 and 5. Turning the whole solid changes nothing, because its rotation group turns with it and the traces depend on angles alone.

## Does the rule fail at the next degree?

An invariant at $l=L+1$ permits a failure but does not prove one, since the invariant might vanish at the vertices. The octahedron at $l=9$ shows the difference: it has $n_9=1$, yet inversion cancels every odd degree. We need the size of the error. Define

$$
W_l=\frac1{N^2}\sum_{i,j}P_l(\mathbf n_i\cdot\mathbf n_j).
$$

The addition theorem gives

$$
\sum_m|Q[Y_{lm}]|^2
=\frac1{N^2}\sum_{i,j}\sum_mY_{lm}(\mathbf n_i)Y_{lm}^*(\mathbf n_j)
=\frac{2l+1}{4\pi}W_l .
$$

Thus $W_l=0$ precisely when the rule is exact for the whole degree $l\ge1$. Every vertex sees the same set of cosines, so one sum over $j$ is enough.

For the tetrahedron the cosines are $1$ once and $-\frac13$ three times. From $P_3(x)=\frac12(5x^3-3x)$, $P_3(-\frac13)=\frac12(-\frac5{27}+1)=\frac{11}{27}$, and

$$
W_3=\frac14\left(1+3\cdot\frac{11}{27}\right)=\frac59 .
$$

For the octahedron they are $\pm1$ once each and $0$ four times. With $P_4(0)=\frac38$,

$$
W_4=\frac16\left(2+4\cdot\frac38\right)=\frac7{12}.
$$

The icosahedron has vertices $(0,\pm1,\pm\varphi)$ and cyclic permutations, divided by $\sqrt{1+\varphi^2}$, where $\varphi^2=\varphi+1$. Before normalization, $(0,1,\varphi)$ has scalar product $\varphi$ with five vertices and $-\varphi$ with five; the other two are itself and its opposite. Since $\sqrt5=2\varphi-1$, we have $\sqrt5\varphi=2\varphi^2-\varphi=\varphi+2=1+\varphi^2$. The ten cosines are therefore $\pm1/\sqrt5$. Then

$$
P_6\!\left(\tfrac1{\sqrt5}\right)=\frac1{16}\left(\frac{231}{125}-\frac{315}{25}+\frac{105}{5}-5\right)=\frac{41}{125},
$$

$$
W_6=\frac1{12}\left(2+10\cdot\frac{41}{125}\right)=\frac{11}{25}.
$$

All three are positive, so the stated degrees are sharp. Some higher degrees are exact again: inversion cancels every odd degree for the octahedron and the icosahedron, and the icosahedron also has $n_8=0$. None of this repairs $l=L+1$.

## What the projector uses up

The integrand contains the product of $P_l(\mathbf u\cdot\mathbf n)$ and the wavefunction. Expand $\psi(r\mathbf n)$ in harmonics of degree $\lambda$. We need the highest degree in a product $Y_{lm}Y_{\lambda\mu}$.

The span of these products is rotation invariant, and its azimuthal numbers $m+\mu$ do not exceed $l+\lambda$. If it had a component of degree $k$, rotations would generate all harmonics of degree $k$ from that component, including $Y_{kk}$. Hence $k\le l+\lambda$, and

$$
l+\lambda\le L\quad\Longrightarrow\quad\text{this contribution is exact.}
$$

For $l=0$ the rule handles $\lambda\le L$; for $l=1$ it handles $\lambda\le L-1$. The condition is sufficient, not necessary in general, because parity can remove an error. At $l+\lambda=L+1$ the program finds a failing pair $m,\mu$ for every split between $l$ and $\lambda$.

A limiting case shows when four points suffice. If the wavefunction has only $\lambda\le1$ around the core and the potential has channels $l\le1$, the largest total is 2. The tetrahedron is then exact.

## Random orientation

For components beyond $L$, turn the solid by a uniformly random rotation $R$, chosen independently of the electron positions:

$$
Q_R[f]=\frac1N\sum_i f(R\mathbf n_i).
$$

Each $R\mathbf n_i$ is uniform on the sphere, so the mean of $Q_R[f]$ over $R$ is $E$ for any integrable $f$. The VMC mean energy acquires no bias from the rule, but it does acquire noise.

For its variance, take $f$ real and square integrable, and let $f_l$ be its degree-$l$ part. Consider two vertices separated by an angle $\gamma$. With the first held at $\mathbf n$, random rotation spreads the second uniformly over a circle around $\mathbf n$. Use $\mathbf n$ as polar axis: the circle average keeps the $m=0$ part of $f_l$, which is proportional to $P_l(\cos\gamma)$ and equals $f_l(\mathbf n)$ at $\gamma=0$. The average is $P_l(\cos\gamma)f_l(\mathbf n)$. Multiplying by $f(\mathbf n)$ and averaging over $\mathbf n$ removes products of different degrees:

$$
\left\langle f(R\mathbf n_i)f(R\mathbf n_j)\right\rangle_R
=\sum_lP_l(\mathbf n_i\cdot\mathbf n_j)\,p_l,
\qquad p_l=\frac1{4\pi}\int f_l^2\,d\Omega .
$$

Average over all pairs $i,j$ and subtract $E^2=p_0$:

$$
\operatorname{Var}_R(Q_R[f])=\sum_{l\ge1}W_lp_l .
$$

For a single point, $W_l=1$ and this becomes $\sum_{l\ge1}p_l$, the ordinary variance of $f$ over the sphere, as it should. For the three solids the sum starts at $L+1$.

The absence of bias holds for quantities linear in the local energy. The mean of its square is raised by this variance, averaged over configurations and, when each electron gets its own independent rotation so that cross terms average to zero, summed over the electrons. This matters if the wavefunction is optimized by minimizing the energy variance.

## HCl as a test

A hydrogen atom on one side breaks the spherical symmetry around Cl and brings in every $\lambda$. The trial function here is a restricted Hartree–Fock determinant without a Jastrow factor. Cl has the LANL2DZ core potential and basis, plus a d shell of chosen exponent $0.6\ \text{bohr}^{-2}$; H has the 6-31G basis. The separation is set to 2.4 bohr.

Four same-spin electrons are placed, in bohr, at $(0.4,0.4,-0.2)$, $(-1.2,0.3,-0.4)$, $(0.2,-1.1,-0.5)$ and $(0.1,-0.2,1.7)$. We study the first, at $r=\sqrt{0.16+0.16+0.04}=0.6$ bohr. Moving it changes one row of its Slater matrix $A_{ik}=\phi_k(\mathbf r_i)$, and the opposite-spin determinant cancels. Expansion of the determinant along that row gives

$$
\frac{\psi(r\mathbf n)}{\psi(r\mathbf u)}=\sum_k\phi_k(r\mathbf n)(A^{-1})_{k1}.
$$

The nonlocal channels are $l=0$ and $l=1$, and converged angular integration gives

$$
E=2.660+4.123=6.783\ \text{hartree}=184.6\ \text{eV}.
$$

This is one electron's nonlocal energy at one configuration; the local potential is not included. The digits refer to this basis: larger Cl and H bases move $E$ by up to about $0.006$ hartree ($0.2$ eV). Errors relative to the converged value, in hartree, are:

| $N$ | unrotated axes | rms over orientations |
|---|---:|---:|
| 4 | $6.65\times10^{-2}$ | $4.20\times10^{-2}$ |
| 6 | $3.51\times10^{-4}$ | $7.77\times10^{-4}$ |
| 12 | $-4.15\times10^{-6}$ | $2.26\times10^{-5}$ |

The unrotated tetrahedron errs by more than its rms value, which is a typical size and not a bound. The first term of the variance formula nearly fixes each rms:

$$
\begin{aligned}
\sqrt{\tfrac59\,(3.172\times10^{-3})}&=4.20\times10^{-2},\\
\sqrt{\tfrac7{12}\,(1.0335\times10^{-6})}&=7.76\times10^{-4},\\
\sqrt{\tfrac{11}{25}\,(1.161\times10^{-9})}&=2.26\times10^{-5}.
\end{aligned}
$$

To locate the source of the errors, keep selected basis functions in the displaced orbital sum, with its coefficients and the denominator unchanged. With Cl s and p functions alone, all three rms errors are below $10^{-10}$ hartree. Adding Cl d functions allows $l+\lambda=1+2=3$: the tetrahedron now has an rms error of $3.94\times10^{-2}$ hartree, while the other two stay below $10^{-10}$. Within this basis, the octahedron and icosahedron errors therefore come from the H functions. The numerical check checks these cases, the invariant counts and the variance formula numerically.

At this configuration and in this basis, going from 4 to 6 points costs 1.5 times as many ratios and lowers the rms error by a factor of about 54. Going from 6 to 12 doubles the cost and gains a further factor of about 34. The 6-point error is about $10^{-4}$ of $E$, but this small value reflects the basis rather than the molecule: without Cl f functions the first one-centre term that the octahedron misses, $l+\lambda=1+3=4$, is absent. One added Cl f shell of exponent $0.7\ \text{bohr}^{-2}$ raises the 6-point rms error to about $9\times10^{-3}$ hartree, twelve times larger, and cuts the gain from 4 to 6 points to about 4. With Cl functions up to g or h and cc-pVTZ on H, the three rms errors are about $6.5\times10^{-2}$, $8\times10^{-3}$ and $1\times10^{-4}$ hartree, the last still uncertain by a factor of two, so the 6-point error is about $10^{-3}$ of $E$. A Jastrow factor also feeds the high degrees: in the original basis, multiplying by $\exp\left[\sum_j r_{1j}/4(1+r_{1j})\right]$ over the same-spin electrons, with $r_{1j}$ in bohr, raises the 12-point rms error to about $6\times10^{-4}$ hartree and lowers the gain from 6 to 12 points to about 7. The table therefore illustrates the variance formula; it does not give the errors of a realistic trial function. Twelve points are worthwhile only if the 6-point noise matters beside the other fluctuations of the local energy.

That judgement must be made over sampled configurations. For this trial function only a few percent of the valence electrons lie within 0.7 bohr of Cl, and over configurations drawn from $|\psi|^2$ both gains are of order 10 rather than 54 and 34. Near a node of $\psi$, the denominator $\psi(r\mathbf u)$ tends to zero and the absolute quadrature error can grow without limit. In the limit $r\to0$, a wavefunction smooth at the core has degree-$\lambda$ parts that start at order $r^\lambda$, by its Taylor expansion. For channels $l\le1$, the first uncovered part has $\lambda=L$, so the rms error divided by $|v_1(r)|$ falls at least as fast as $r^L$ when $v_0/v_1$ stays bounded and $\psi(r\mathbf u)$ does not vanish in that limit. This is an asymptotic statement about the error relative to $v_1$, which may itself grow toward the core. It sets in only once $\psi(r\mathbf u)$ is close to its value at $r=0$; if that value is small, as a repulsive core potential tends to make it, the shrinking denominator slows the fall until $r$ is very small. In the HCl example $\psi$ at $r=0$ is about $0.6\%$ of its value at $0.6$ bohr, and near $r=0.03$ bohr the local powers are still about $1.4$, $2.4$ and $4.4$ instead of $2$, $3$ and $5$.

## Computed values

```
characters chi_l, l = 0..6
 180 deg: 1.000 -1.000 1.000 -1.000 1.000 -1.000 1.000
 120 deg: 1.000 0.000 -1.000 1.000 0.000 -1.000 1.000
  90 deg: 1.000 1.000 -1.000 -1.000 1.000 1.000 -1.000
  72 deg: 1.000 1.618 0.000 -1.618 -1.000 1.000 1.618
 144 deg: 1.000 -0.618 0.000 0.618 -1.000 1.000 -0.618
tetrahedron: N = 4, group order 12, L = 2
  n_l, l = 0..12: 1 0 0 1 1 0 2 1 1 2 2 1 3
  W_3 = 5/9 = 0.555556
octahedron: N = 6, group order 24, L = 3
  n_l, l = 0..12: 1 0 0 0 1 0 1 0 1 1 1 0 2
  W_4 = 7/12 = 0.583333
icosahedron: N = 12, group order 60, L = 5
  n_l, l = 0..12: 1 0 0 0 0 0 1 0 0 0 1 0 1
  W_6 = 11/25 = 0.440000
HCl: bond 2.4 bohr, Cl d exponent 0.6 bohr^-2
core electrons 10, RHF energy -15.298919 hartree
electron 1 at 0.4 0.4 -0.2 bohr
electron 2 at -1.2 0.3 -0.4 bohr
electron 3 at 0.2 -1.1 -0.5 bohr
electron 4 at 0.1 -0.2 1.7 bohr
electron 1 radius 0.600 bohr
l=0: v_l = 9.054506, energy 2.660461 hartree
l=1: v_l = 5.806606, energy 4.122685 hartree
converged nonlocal energy 6.78314629 hartree
  = 184.57881 eV
tetrahedron, hartree:
  unrotated 6.84969029, error 6.654e-02
  orientation mean 6.78314629
  rms, Cl s,p,d + H: 4.1984e-02
  rms from W_l p_l: 4.1984e-02
  p_3 = 3.1722e-03 hartree^2, its rms 4.1980e-02
  rms, Cl s,p only: below 1e-10
  rms, Cl s,p,d only: 3.9351e-02
octahedron, hartree:
  unrotated 6.78349718, error 3.509e-04
  orientation mean 6.78314629
  rms, Cl s,p,d + H: 7.7653e-04
  rms from W_l p_l: 7.7653e-04
  p_4 = 1.0335e-06 hartree^2, its rms 7.7644e-04
  rms, Cl s,p only: below 1e-10
  rms, Cl s,p,d only: below 1e-10
icosahedron, hartree:
  unrotated 6.78314213, error -4.152e-06
  orientation mean 6.78314629
  rms, Cl s,p,d + H: 2.2601e-05
  rms from W_l p_l: 2.2601e-05
  p_6 = 1.1609e-09 hartree^2, its rms 2.2601e-05
  rms, Cl s,p only: below 1e-10
  rms, Cl s,p,d only: below 1e-10
```
